# Choosing the Right Root of the Matthews-Blakeslee Equation for 60-Degree Dislocations

## Problem

A single strained layer of thickness \(h\), with a free upper surface, lies coherently on a thick substrate with a (001) interface. The layer and the substrate are elastically isotropic and have the same shear modulus \(G\) and Poisson ratio \(\nu=0.28\). The misfit strain has magnitude \(f=0.0084\) in both in-plane directions. Dislocations that thread the layer can glide on {111} planes and leave 60-degree misfit dislocations at the interface, with Burgers vector length \(b=0.384\) nm. The Matthews-Blakeslee equation for this case is

\[
h=A\left[\ln\frac{h}{b}+1\right],\qquad
A=\frac{b(1-\nu\cos^2\alpha)}{8\pi(1+\nu)f\cos\lambda}. \tag{1}
\]

Here \(\alpha\) is the angle between the Burgers vector and the misfit line, and \(\lambda\) is the angle between the Burgers vector and the in-interface normal to that line. Find the critical thickness, and derive (1) so that the meaning of the solution is clear.

## A tempting solution

For 60-degree dislocations \(\cos\alpha=\cos\lambda=1/2\), so

\[
A=\frac{0.384\times0.9300}{8\pi\times1.28\times0.0084\times0.5}\ \text{nm}=2.643\ \text{nm}.
\]

The unknown sits inside a logarithm, so one solves for that \(h\):

\[
\ln\frac hb=\frac hA-1\quad\Longrightarrow\quad h=\frac be\,e^{h/A}.
\]

Starting from \(h=0\) and inserting each result on the right, one arrives quickly at \(h=0.1495\) nm. This number satisfies (1). A growing film starts from zero thickness, so the first thickness at which the forces balance seems to be the critical one. The conclusion would be that a film thinner than one Burgers vector length can already be too thick to stay coherent.

## Where the fault lies

The algebra is correct; the choice of root is not. Equation (1) states that two forces are equal, but not which is larger on either side. Subtract the misfit force from the line resistance and divide by the positive coefficient of the logarithm. The derivation below shows that this gives

\[
g(h)=\ln\frac hb+1-\frac hA .
\]

Its derivatives are \(g'=1/h-1/A\) and \(g''=-1/h^2<0\). The single maximum is therefore at \(h=A\), where \(g(A)=\ln(A/b)\). Here \(A/b=6.883\), so the maximum is positive. Since \(g\to-\infty\) both as \(h\to0\) and as \(h\to\infty\), there are two roots, one on each side of \(A\).

At the small root \(g'>0\): with growing thickness the line resistance begins to win there. A threshold for relaxation needs the opposite change, which occurs at the large root. Moreover, 0.1495 nm is less than \(b\), where a continuum line energy has no meaning. For \(h<b/e\) the formula even makes that energy negative.

The iteration hid the large root. The slope of its right-hand side at a root is \(h/A\), which is below 1 at the small root and above 1 at the large one. It is therefore attracted to the former and repelled by the latter.

## Right solution: the two forces

**Geometry.** Let \(z\) run along the misfit line [110], \(x\) across it in the interface, and \(y\) into the solid. A Burgers vector along [101] has components of magnitude

\[
b_z=\frac b2,\qquad b_x=\frac b2,\qquad b_y=\frac b{\sqrt2}.
\]

The first two give \(\cos\alpha=\cos\lambda=1/2\). The glide plane contains the line and the Burgers vector; its normal is \([110]\times[101]=[1\bar1\bar1]\), so it is a {111} plane.

**Driving force.** The surface is free, so \(\sigma_{yy}=0\). With Young's modulus \(2G(1+\nu)\), Hooke's law for equal in-plane stresses reads

\[
f=\frac{\sigma-\nu\sigma}{2G(1+\nu)}
\quad\Longrightarrow\quad
\sigma=\frac{2G(1+\nu)}{1-\nu}f .
\]

When a line element \(d\mathbf l\) moves by \(\delta\mathbf r\), the two sides of the swept area \(d\mathbf l\times\delta\mathbf r\) slip by \(\mathbf b\). The stress does work \((\boldsymbol\sigma\mathbf b)\cdot(d\mathbf l\times\delta\mathbf r)\), so the force is the Peach-Koehler force \((\boldsymbol\sigma\mathbf b)\times d\mathbf l\). For a thread \(\mathbf t\) crossing the film, \(|t_y|=h\) and \(\boldsymbol\sigma\mathbf b=\sigma(b_x,0,b_z)\). The force component along the misfit line has magnitude

\[
F_{\rm misfit}=|\sigma b_xt_y|=\sigma bh\cos\lambda ,
\]

whatever the inclination of the thread. The sign of \(\mathbf b\) is taken to be the one that relieves the misfit.

**Resisting force.** Each unit of advance creates a unit length of misfit line, so the resistance equals the line energy \(E(h)\). Its dependence on \(h\) follows from the attraction of the line to the free surface.

Consider first an edge dislocation in an infinite solid, with Burgers vector \(b_x\). With \(r^2=x^2+y^2\) and polar angle \(\theta\), take

\[
u_x=\frac{b_x}{2\pi}\left[\theta+\frac{xy}{2(1-\nu)r^2}\right],
\]

\[
u_y=-\frac{b_x}{8\pi(1-\nu)}\left[(1-2\nu)\ln r^2+\frac{x^2-y^2}{r^2}\right].
\]

One turn raises \(u_x\) by \(b_x\) and leaves \(u_y\) unchanged, as required. Put \(D=G/[2\pi(1-\nu)]\). Differentiation gives

\[
2G\,\partial_xu_x=-Db_x\left[\frac{2(1-\nu)y}{r^2}-\frac{y(y^2-x^2)}{r^4}\right],
\]

\[
2G\,\partial_yu_y=Db_x\left[\frac{2\nu y}{r^2}+\frac{y(x^2-y^2)}{r^4}\right].
\]

Their sum is \(-2(1-2\nu)Db_xy/r^2\). In plane strain, Hooke's law adds \(\nu/(1-2\nu)\) times this sum, that is \(-2\nu Db_xy/r^2\), to each. Together with the shear stress \(G(\partial_yu_x+\partial_xu_y)\), this yields

\[
\sigma_{xx}=-Db_x\frac{y(3x^2+y^2)}{r^4},\quad
\sigma_{yy}=Db_x\frac{y(x^2-y^2)}{r^4},\quad
\sigma_{xy}=Db_x\frac{x(x^2-y^2)}{r^4}.
\]

These are the second derivatives \(\partial_y^2\phi,\ \partial_x^2\phi,\ -\partial_x\partial_y\phi\) of \(\phi=-Db_xy\ln r\), so the forces balance everywhere off the line.

Now put the line at depth \(h\). At the surface point \(s\), the relative coordinates are \((s,-h)\); write \(R^2=s^2+h^2\). The outward normal is \(-\hat{\mathbf y}\), so the infinite-solid field leaves the traction \((-\sigma_{xy},-\sigma_{yy})\). A free surface requires added loads \(\mathbf p=(\sigma_{xy},\sigma_{yy})\) per unit area.

A line load \(\mathbf p\) on a half-space produces the purely radial stress \(\sigma_{rr}=-2\,\mathbf p\cdot\hat{\mathbf r}/(\pi r)\). It leaves the rest of the surface free. It satisfies equilibrium, since \(\partial_r\sigma_{rr}+\sigma_{rr}/r=0\), and compatibility, since its trace is harmonic. Its resultant on a half-circle is \(-\mathbf p\), which balances the load.

The vector from a load to the dislocation is \(\mathbf r=(-s,h)\). For \(b_x\),

\[
\mathbf p\cdot\mathbf r=-\frac{Db_x(s^2-h^2)(s^2+h^2)}{R^4}=-\frac{Db_x(s^2-h^2)}{R^2},
\]

and the added stress at the dislocation is

\[
\sigma_{xx}=-\frac2\pi\int_{-\infty}^{\infty}\frac{(\mathbf p\cdot\mathbf r)s^2}{R^4}ds
=\frac{2Db_x}{\pi}\int_{-\infty}^{\infty}\frac{s^2(s^2-h^2)}{R^6}ds=\frac{Db_x}{2h}.
\]

With \(s=h\tan\varphi\), the last integral is \(h^{-1}\int(\sin^4\varphi-\sin^2\varphi\cos^2\varphi)d\varphi\) over \(-\pi/2<\varphi<\pi/2\). This equals \((3\pi/8-\pi/8)/h=\pi/(4h)\).

For \(b_y\), rotating the edge field by a right angle gives \(\sigma_{xy}=Db_yy(x^2-y^2)/r^4\) and \(\sigma_{yy}=Db_yx(x^2+3y^2)/r^4\). At the surface,

\[
\mathbf p\cdot\mathbf r=\frac{Db_ysh[(s^2-h^2)+(s^2+3h^2)]}{R^4}=\frac{2Db_ysh}{R^2},
\]

\[
\sigma_{xy}=\frac{4Db_yh^2}{\pi}\int_{-\infty}^{\infty}\frac{s^2}{R^6}ds
=\frac{4Db_yh^2}{\pi}\frac{\pi}{8h^3}=\frac{Db_y}{2h}.
\]

The cross terms, \(\sigma_{xx}\) from \(b_y\) and \(\sigma_{xy}\) from \(b_x\), have odd integrands and vanish.

The screw part has \(u_z=b_z\theta/2\pi\), hence \(\sigma_{yz}=Gb_zx/(2\pi r^2)\). The cancelling load is \(q=Gb_zs/(2\pi R^2)\) along \(z\). A line load \(q\) gives \(\sigma_{rz}=-q/(\pi r)\), which balances it over a half-circle. Therefore

\[
\sigma_{xz}=\frac{Gb_z}{2\pi^2}\int_{-\infty}^{\infty}\frac{s^2}{R^4}ds=\frac{Gb_z}{4\pi h}.
\]

For a line along \(+z\), the Peach-Koehler force in the depth direction is

\[
F_y=-(\sigma_{xx}b_x+\sigma_{xy}b_y+\sigma_{xz}b_z)
=-\frac{G}{4\pi h}\left[\frac{b_x^2+b_y^2}{1-\nu}+b_z^2\right].
\]

The minus sign means attraction to the surface. Work must be done against it to place the line deeper, so \(dE/dh=K/h\). With \(b_z=b\cos\alpha\) and \(b_x^2+b_y^2=b^2\sin^2\alpha\),

\[
K=\frac{Gb^2}{4\pi(1-\nu)}\left[\sin^2\alpha+(1-\nu)\cos^2\alpha\right]
=\frac{Gb^2(1-\nu\cos^2\alpha)}{4\pi(1-\nu)}.
\]

Integration gives \(E=K[\ln(h/b)+c]\). The constant \(c\) contains the core energy, which this elastic argument cannot supply. The Matthews-Blakeslee convention is \(c=1\).

**Balance.** Setting \(F_{\rm misfit}=E\) gives

\[
\frac{2G(1+\nu)}{1-\nu}fbh\cos\lambda
=\frac{Gb^2(1-\nu\cos^2\alpha)}{4\pi(1-\nu)}\left[\ln\frac hb+1\right].
\]

Cancelling \(Gb/(1-\nu)\) and dividing by \(2(1+\nu)f\cos\lambda\) yields (1). The balance also reads \(Kh/A=K[\ln(h/b)+1]\), which justifies the function \(g\) used above.

## Right solution: the number

Iterate (1) as it stands. The slope of its right-hand side is \(A/h\), which is below 1 at the large root. From 10 nm,

\[
h_1=2.6431\left[\ln\frac{10}{0.384}+1\right]\text{nm}=11.259\ \text{nm}.
\]

The next values are 11.572, 11.645 and 11.661 nm. Near the root each step leaves a fraction \(A/h_c=0.227\) of the previous error. The limit is

\[
h_c=11.67\ \text{nm}\approx12\ \text{nm}\quad(\text{about }220\text{ bohr}).
\]

As a check, \(\ln(h_c/b)+1=4.414\), and \(2.6431\times4.414\) nm returns 11.67 nm.

The forces confirm the direction of the change. In units of \(Gb^2\), the misfit force and line resistance are 0.233 and 0.385 at 6 nm, but 0.778 and 0.509 at 20 nm. At \(h_c\) both are 0.454.

An energy argument gives the same threshold. One misfit line in a film of width \(W\) lowers the mean strain across it by \(b_x/W\). To leading order in \(1/W\), the energy released per length of line is \(\sigma(b_x/W)Wh=\sigma b_xh\), which is the driving force again. Setting this equal to the same line energy \(E(h)\) returns 11.67 nm. The argument confirms the driving force; it uses the same \(K\) and \(c\), so it does not test them.

## Limits and reliability

Differentiate \(\ln h=\ln A+\ln[\ln(h/b)+1]\). Since \(A\propto1/f\) and \(\ln(h/b)+1=h/A\),

\[
d\ln h=-d\ln f+\frac Ah\,d\ln h
\quad\Longrightarrow\quad
\frac{d\ln h_c}{d\ln f}=-\frac1{1-A/h_c}=-1.29 .
\]

A misfit larger by 1 percent thus lowers \(h_c\) by about 1.3 percent. For very small misfit, \(A/h_c=1/[\ln(h_c/b)+1]\) tends slowly to zero and the exponent approaches \(-1\).

In the opposite limit the two roots merge at \(h=b\) when \(A=b\), which here means \(f=5.78\) percent. Beyond it (1) has no solution. This marks a failure of the continuum formula at atomic thickness, not a measured limit of coherent growth.

The core constant matters more than the later decimals. With \(c=0\) the large root is 8.0 nm; with \(c=\ln4\), equivalent to writing \(\ln(4h/b)\), it is 13.0 nm. The answer of 12 nm therefore belongs to the convention \(c=1\).

Elastic isotropy is an equally large approximation for a real diamond-cubic crystal. The values \(b=0.384\) nm and \(\nu=0.28\) are those of silicon. Take its cubic constants \(C_{11}=165.8\), \(C_{12}=63.9\), \(C_{44}=79.6\) GPa for both layer and substrate. The (001) biaxial modulus and the anisotropic line-energy coefficient then give \(A=3.24\) nm and \(h_c\approx15\) nm at the same \(c=1\), about 30 percent above the isotropic value. The model also omits the energy of the surface step, lattice friction and interactions between misfit lines, and it assumes that threading dislocations are already present. If they must first be nucleated, or if friction holds them, a film can remain coherent beyond \(h_c\). The numerical output gives the values to more digits than this model deserves.

## Computed values

```
misfit strain f = 0.84 percent
Burgers vector length b = 0.384 nm
Poisson ratio nu = 0.28 (dimensionless)
cos(alpha) = 0.5000 (dimensionless)
cos(lambda) = 0.5000 (dimensionless)
normal edge part / b = 0.7071 (dimensionless)
film stress / G = 0.029867 (dimensionless)
K/(G b^2), formula = 0.102788 (dimensionless)
K/(G b^2), quadrature = 0.102788 (dimensionless)
1 - nu*cos(alpha)^2 = 0.9300 (dimensionless)
prefactor A = 2.6431 nm
A/b = 6.8831 (dimensionless)
iterate 0 = 10.0000 nm
iterate 1 = 11.2588 nm
iterate 2 = 11.5722 nm
iterate 3 = 11.6448 nm
iterate 4 = 11.6613 nm
iterate 5 = 11.6651 nm
iterate 6 = 11.6659 nm
iterate 7 = 11.6661 nm
iteration error factor A/h_c = 0.2266 (dimensionless)
critical thickness h_c = 11.6662 nm
critical thickness h_c = 220.5 bohr
h_c/b = 30.381 (dimensionless)
ln(h_c/b) + 1 = 4.4138 (dimensionless)
threshold from energy change = 11.6663 nm
unphysical small root = 0.1495 nm
error factor at small root = 17.68 (dimensionless)
h = 6.000 nm: misfit force = 0.2333 G b^2
h = 6.000 nm: line resistance = 0.3853 G b^2
h = 11.666 nm: misfit force = 0.4537 G b^2
h = 11.666 nm: line resistance = 0.4537 G b^2
h = 20.000 nm: misfit force = 0.7778 G b^2
h = 20.000 nm: line resistance = 0.5091 G b^2
d ln(h_c)/d ln(f) = -1.2929 (dimensionless)
largest misfit with a root = 5.782 percent
thickness for core constant 0 = 8.039 nm
core constant ln(4) = 1.3863 (dimensionless)
thickness for core constant ln(4) = 12.967 nm
```
